**Plane waves per orbital: formula against enumeration**

The mean number of plane waves per orbital is $N=V(2E)^{3/2}/(6\pi^2)$ in Hartree atomic units, where $V$ is the cell volume and $E$ the kinetic-energy cutoff. For 1400 Å$^3$ and 400 eV the program prints $N=25\,432$. It counts reciprocal-lattice vectors one by one for a cubic, a triclinic and an elongated cell, and asserts that the averages over 216 k-points agree with the formula within 0.2 %. It also asserts rigorous bounds on the count at $\Gamma$ and at each mesh point, and the powers 3/2 in $E$ and 1 in $V$. Further assertions cover the recovery of a real field from half its Fourier coefficients and the grid size needed for all density components. The output shows $\Gamma$ counts within 0.2 % of $N$, a change of −2.3 % for a density of 6.1 g/cm$^3$, and a rise of 39.8 % for a 500 eV cutoff. The program does not test whether either cutoff gives converged energies.

## Program and output

```python
"""
Result under test: the number of plane waves per orbital, averaged over k, is
    N = V * (2 E)**1.5 / (6 pi^2)        (Hartree atomic units)
V: cell volume; E: kinetic-energy cutoff; accepted waves: |k+G|^2 / 2 <= E.
Gmax = sqrt(2 E) is the cutoff radius, G a reciprocal-lattice vector.
The formula is compared with explicit enumeration of reciprocal vectors.
Example: 16 formula units of InGaZnO4 in 1400 cubic angstrom, 400 eV cutoff.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.signal import correlate

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_A = const.physical_constants["Bohr radius"][0] * 1e10


def estimate(volume_a3, cutoff_ev):
    """Mean number of plane waves from the derived formula."""
    volume = volume_a3 / BOHR_A**3
    cutoff = cutoff_ev / HARTREE_EV
    return volume * (2 * cutoff)**1.5 / (6 * np.pi**2)


def make_cell(shape, volume_a3):
    """Scale the rows of shape to lattice vectors in bohr."""
    shape = np.array(shape, dtype=float)
    volume = volume_a3 / BOHR_A**3
    return shape * (volume / abs(np.linalg.det(shape)))**(1 / 3)


def enumerate_waves(cell, cutoff_ev, k_frac=(0.0, 0.0, 0.0)):
    """Count accepted waves one by one; also return largest indices."""
    recip = 2 * np.pi * np.linalg.inv(cell).T
    gmax = np.sqrt(2 * cutoff_ev / HARTREE_EV)
    reach = gmax * np.linalg.norm(cell, axis=1) / (2 * np.pi)
    limits = np.floor(reach).astype(int) + 1
    axes = [np.arange(-n, n + 1) for n in limits]
    x, y, z = np.ix_(*[a + k for a, k in zip(axes, k_frac)])
    g = recip @ recip.T
    q2 = (g[0, 0] * x * x + g[1, 1] * y * y + g[2, 2] * z * z
          + 2 * (g[0, 1] * x * y + g[0, 2] * x * z + g[1, 2] * y * z))
    inside = q2 / 2 <= cutoff_ev / HARTREE_EV
    largest = [int(np.abs(axes[i][inside.any(
        axis=tuple(j for j in range(3) if j != i))]).max())
        for i in range(3)]
    return int(inside.sum()), largest


def counts_on_mesh(cell, cutoff_ev, n):
    """Counts at the midpoints of an n x n x n division of the zone."""
    points = (np.arange(n) + 0.5) / n - 0.5
    return np.array([enumerate_waves(cell, cutoff_ev, k)[0]
                     for k in itertools.product(points, repeat=3)])


def relative_half_diagonal(cell, cutoff_ev):
    """Half the longest reciprocal-cell diagonal divided by Gmax."""
    recip = 2 * np.pi * np.linalg.inv(cell).T
    signs = itertools.product((-1, 1), repeat=3)
    d = max(np.linalg.norm(np.array(s) @ recip) for s in signs) / 2
    return d / np.sqrt(2 * cutoff_ev / HARTREE_EV)


# Inputs of the example
V_A3, E_EV = 1400.0, 400.0
FORMULA_UNITS = 16
composition = {"In": 1, "Ga": 1, "Zn": 1, "O": 4}
mass_u = {"In": 114.818, "Ga": 69.723, "Zn": 65.38, "O": 15.999}
valence = {"In": 13, "Ga": 13, "Zn": 12, "O": 6}
ROUGH_DENSITY = 6.1      # g/cm3, rough typical film value
HIGHER_CUTOFF = 500.0    # eV

N = estimate(V_A3, E_EV)
assert abs(N / 2.5e4 - 1) < 0.03     # the two-digit claim of the topic

# Same count evaluated wholly in SI units
prefactor = ((2 * const.m_e * const.e)**1.5
             / (6 * np.pi**2 * const.hbar**3) * 1e-30)
assert abs(prefactor * V_A3 * E_EV**1.5 / N - 1) < 1e-7

# Enumeration for three cell shapes of equal volume
shapes = {
    "cubic": np.eye(3),
    "triclinic": [[1, 0, 0], [0.15, 1.05, 0], [-0.1, 0.2, 0.95]],
    "elongated 1:1:8": np.diag([1, 1, 8]),
}
results = {}
for name, shape in shapes.items():
    cell = make_cell(shape, V_A3)
    gamma, largest = enumerate_waves(cell, E_EV)
    mesh = counts_on_mesh(cell, E_EV, 6)
    ratio = relative_half_diagonal(cell, E_EV)
    low, high = N * (1 - ratio)**3, N * (1 + ratio)**3
    # a finite k mesh leaves a small lattice-counting error
    assert abs(mesh.mean() / N - 1) < 2e-3, name
    assert low <= min(gamma, mesh.min()), name
    assert high >= max(gamma, mesh.max()), name
    results[name] = (gamma, mesh, low, high, largest)

# Power laws extracted from enumerated counts only
cubic = make_cell(np.eye(3), V_A3)
mean_low = counts_on_mesh(cubic, 200.0, 4).mean()
mean_high = counts_on_mesh(cubic, 800.0, 4).mean()
energy_power = np.log(mean_high / mean_low) / np.log(4.0)
double_cell = make_cell(np.eye(3), 2 * V_A3)
mean_double = counts_on_mesh(double_cell, E_EV, 4).mean()
mean_single = counts_on_mesh(cubic, E_EV, 4).mean()
volume_power = np.log(mean_double / mean_single) / np.log(2.0)
assert abs(energy_power - 1.5) < 0.005
assert abs(volume_power - 1.0) < 0.005

# A real field is recovered from half of its Fourier coefficients
rng = np.random.default_rng(4)
field = rng.normal(size=(9, 9, 9))
coeff = np.fft.fftshift(np.fft.fftn(field)).ravel()
kept = coeff[:(coeff.size + 1) // 2]
rebuilt = np.concatenate([kept, kept[:-1][::-1].conj()])
rebuilt = np.fft.ifftn(np.fft.ifftshift(rebuilt.reshape(9, 9, 9)))
assert np.max(np.abs(rebuilt - field)) < 1e-12

# Density coefficients: direct convolution against FFT grids
m_small = 3
idx = np.arange(-m_small, m_small + 1)
ix, iy, iz = np.ix_(idx, idx, idx)
orbital = rng.normal(size=(7, 7, 7)) + 1j * rng.normal(size=(7, 7, 7))
orbital = orbital * (ix**2 + iy**2 + iz**2 <= m_small**2)
orbital /= np.linalg.norm(orbital)
direct = correlate(orbital, orbital, mode="full", method="direct")


def grid_error(points):
    """Largest error of density coefficients on a points^3 grid."""
    box = np.zeros((points,) * 3, dtype=complex)
    box[np.ix_(idx % points, idx % points, idx % points)] = orbital
    psi = np.fft.ifftn(box) * points**3
    density_g = np.fft.fftn(np.abs(psi)**2) / points**3
    g = np.arange(-2 * m_small, 2 * m_small + 1) % points
    return np.max(np.abs(density_g[np.ix_(g, g, g)] - direct))


error_enough = grid_error(4 * m_small + 1)
error_short = grid_error(4 * m_small)
assert error_enough < 1e-12
assert error_short > 1e-5

# Material numbers and the size of neglected effects
atoms = FORMULA_UNITS * sum(composition.values())
mass = FORMULA_UNITS * sum(composition[s] * mass_u[s] for s in composition)
gram_per_u = const.atomic_mass * 1e3
density = mass * gram_per_u / (V_A3 * 1e-24)
electrons = FORMULA_UNITS * sum(composition[s] * valence[s]
                                for s in composition)
orbitals = electrons // 2
assert electrons % 2 == 0
memory_mb = orbitals * N * 16 / 1e6
volume_rough = mass * gram_per_u / ROUGH_DENSITY * 1e24
N_rough = estimate(volume_rough, E_EV)
N_higher = estimate(V_A3, HIGHER_CUTOFF)
count_higher = counts_on_mesh(cubic, HIGHER_CUTOFF, 4).mean()
assert abs(count_higher / N_higher - 1) < 3e-3
gmax = np.sqrt(2 * E_EV / HARTREE_EV)
gamma, mesh, low, high, largest = results["cubic"]
grid = [4 * m + 1 for m in largest]

print(f"Cell volume: {V_A3:.0f} A^3 = {V_A3 / BOHR_A**3:.1f} bohr^3")
print(f"Cutoff: {E_EV:.0f} eV = {E_EV / HARTREE_EV:.4f} hartree")
print(f"Gmax: {gmax:.4f} bohr^-1")
print(f"Shortest half-wavelength: {np.pi / gmax * BOHR_A:.3f} A")
print(f"Reciprocal cell volume: "
      f"{(2 * np.pi)**3 * BOHR_A**3 / V_A3:.6f} bohr^-3")
print(f"Cutoff sphere volume: {4 * np.pi / 3 * gmax**3:.2f} bohr^-3")
print(f"Estimated plane waves per orbital N: {N:.0f}")
print(f"Prefactor C: {prefactor:.6f} A^-3 eV^-1.5")
for name, (g0, counts, lo, hi, _) in results.items():
    print(f"{name}: count at Gamma {g0} ({100 * (g0 / N - 1):+.2f} %)")
    print(f"  mean over 216 k-points {counts.mean():.1f}, "
          f"range {counts.min()} to {counts.max()}")
    print(f"  rigorous bounds {lo:.0f} to {hi:.0f}")
print(f"Cutoff exponent from counts: {energy_power:.4f}")
print(f"Volume exponent from counts: {volume_power:.4f}")
print(f"Coefficients for a real orbital, cubic Gamma: {(gamma + 1) // 2}")
print(f"Largest index on an axis, cubic Gamma: {largest[0]}")
print(f"Alias-free density grid: {grid[0]} x {grid[1]} x {grid[2]} "
      f"= {np.prod(grid)} points")
print(f"Grid points per plane wave: {np.prod(grid) / gamma:.2f}")
print(f"Small-grid test, error with 4m+1 points: {error_enough:.1e}")
print(f"Small-grid test, error with 4m points: {error_short:.1e}")
print(f"Formula units: {FORMULA_UNITS}; atoms: {atoms}")
print(f"Mass density of the cell: {density:.2f} g/cm^3")
print(f"Plane waves per atom: {N / atoms:.0f}")
print(f"Valence electrons: {electrons}; occupied orbitals: {orbitals}")
print(f"Memory for occupied orbitals at one k: {memory_mb:.0f} MB")
print(f"Volume at rough density {ROUGH_DENSITY} g/cm^3: "
      f"{volume_rough:.0f} A^3")
print(f"N at that volume: {N_rough:.0f} ({100 * (N_rough / N - 1):+.1f} %)")
print(f"N at {HIGHER_CUTOFF:.0f} eV: {N_higher:.0f} "
      f"({100 * (N_higher / N - 1):+.1f} %)")
print("ALL CHECKS PASSED")
```

It prints:

```
Cell volume: 1400 A^3 = 9447.7 bohr^3
Cutoff: 400 eV = 14.6997 hartree
Gmax: 5.4221 bohr^-1
Shortest half-wavelength: 0.307 A
Reciprocal cell volume: 0.026255 bohr^-3
Cutoff sphere volume: 667.72 bohr^-3
Estimated plane waves per orbital N: 25432
Prefactor C: 0.002271 A^-3 eV^-1.5
cubic: count at Gamma 25413 (-0.08 %)
  mean over 216 k-points 25430.6, range 25416 to 25441
  rigorous bounds 21979 to 29229
triclinic: count at Gamma 25477 (+0.18 %)
  mean over 216 k-points 25431.7, range 25395 to 25467
  rigorous bounds 21419 to 29917
elongated 1:1:8: count at Gamma 25405 (-0.11 %)
  mean over 216 k-points 25432.0, range 25338 to 25483
  rigorous bounds 19945 to 31844
Cutoff exponent from counts: 1.5005
Volume exponent from counts: 0.9993
Coefficients for a real orbital, cubic Gamma: 12707
Largest index on an axis, cubic Gamma: 18
Alias-free density grid: 73 x 73 x 73 = 389017 points
Grid points per plane wave: 15.31
Small-grid test, error with 4m+1 points: 3.3e-16
Small-grid test, error with 4m points: 1.2e-02
Formula units: 16; atoms: 112
Mass density of the cell: 5.96 g/cm^3
Plane waves per atom: 227
Valence electrons: 992; occupied orbitals: 496
Memory for occupied orbitals at one k: 202 MB
Volume at rough density 6.1 g/cm^3: 1367 A^3
N at that volume: 24838 (-2.3 %)
N at 500 eV: 35542 (+39.8 %)
ALL CHECKS PASSED
```
